# Terminal metal loss under random and oldest-first scale spallation, part 1

(Sections cited here and not found follow in the second part.)

## First half: the two terminal rates

A metal that forms a protective oxide is heated and cooled repeatedly. While it is hot the oxide scale thickens, and on cooling some of the scale breaks away at the interface with the metal. The bared metal oxidizes quickly in the next hot period, so spallation sustains a loss of metal that an adherent scale would have throttled. This problem asks how the loss depends on which parts of the scale break away, when the amount of area lost in each cycle is held fixed.

**The model.** The surface is flat, has unit area, and is divided into many small patches that oxidize independently. Let \(w\) be the mass of oxygen per unit area held in the scale on a patch. Growth is parabolic,

\[
w^2=kt ,
\]

where \(t\) is the hot time since the patch was last bare and \(k\) is the parabolic constant for oxygen uptake. Each cycle has a hot time \(\Delta\), followed by cooling, during which nothing grows. At the end of cooling an area fraction \(f\) of the surface loses its scale down to the metal. The age \(n\) of a patch is the number of hot periods since it was last bare, counted just before spallation, so that a patch bared in one cycle has age 1 at the next spallation. Its oxygen content is then

\[
w_n=\sqrt{k\Delta}\,\sqrt n .
\]

The oxide has fixed composition, and \(c\) is the mass of metal bound per mass of oxygen. Metal loss means metal consumed by oxidation, whether the oxide is still attached or not. Its value per unit area and per cycle, once the surface has reached a stationary state, is the terminal rate \(M\).

Two rules are compared at the same \(k\), \(\Delta\) and \(f\). Under the oldest-first rule the patches of greatest age spall. Under the random rule every patch spalls with probability \(f\) in each cycle, whatever its age and history.

### (a) Express the terminal metal-loss rate through the age of the scale that spalls.

**Solution.** Let \(a_j\) be the area fraction with age \(j\) just before spallation, and let \(s_j\) be the part of it that spalls, with \(0\le s_j\le a_j\). By the definition of \(f\),

\[
\sum_{j\ge1}s_j=f .
\]

The oxygen held by the surface just before and just after spallation is

\[
W_{\rm before}=\sum_j a_jw_j,\qquad
W_{\rm after}=\sum_j (a_j-s_j)w_j .
\]

The oxygen uptake \(U\) in a cycle is \(W_{\rm before}\) of that cycle minus \(W_{\rm after}\) of the previous one. In a stationary state the \(a_j\) and \(s_j\) repeat from cycle to cycle, so both quantities can be taken from the same cycle:

\[
U=W_{\rm before}-W_{\rm after}=\sum_j s_jw_j .
\]

Uptake balances the oxygen carried off in the spall. Let \(N\) be the age of a piece of scale at the moment it spalls, each piece being weighted by its area. Then \(P(N=j)=s_j/f\), and

\[
M=cU=c f\,E[w_N]=c\sqrt{k\Delta}\;f\,E[\sqrt N] .
\tag{1}
\]

Here \(E\) denotes the mean over spalled area.

The same rate appears on a balance. In one cycle the specimen, with its attached scale, gains oxygen \(U\) and loses spalled oxide. That oxide contains oxygen \(U\) and metal \(cU\), so the change of weight is

\[
U-(1+c)U=-cU=-M .
\]

The specimen therefore loses weight at the rate \(M\) in the terminal state. Before that state is reached the retained scale is still changing, and the two rates differ.

### (b) Find the mean age at spallation for any rule that leads to a stationary state.

**Solution.** The area bared in one cycle has age 1 at the next spallation, so \(a_1=f\). Area of age \(j\) that does not spall has age \(j+1\) one cycle later, so \(a_{j+1}=a_j-s_j\). Repeated use of this relation gives

\[
a_j=f-\sum_{i<j}s_i=f\,[1-P(N<j)]=f\,P(N\ge j).
\]

The area fractions add up to one:

\[
1=\sum_{j\ge1}a_j=f\sum_{j\ge1}P(N\ge j).
\]

In the last sum the probability \(P(N=n)\) appears once for each \(j=1,\dots,n\), hence \(n\) times. The terms are non-negative and may be reordered, so the sum equals \(\sum_n nP(N=n)=E[N]\). Therefore

\[
E[N]=\frac1f .
\tag{2}
\]

The mean age at spallation is fixed by the spalled area fraction alone. The rule can change the spread of ages about this mean, and through equation (1) that spread is what affects the metal loss.

The argument needs every patch to spall eventually. If the youngest scale were removed each time, the same area \(f\) would be bared again and again while the rest aged without limit. No stationary state would exist, and equation (2) would not apply.

### (c) Find the terminal rate for oldest-first spallation.

**Solution.** Suppose first that \(1/f\) is an integer, \(n_0\). Just before spallation the stationary surface consists of \(n_0\) equal areas \(f\), with ages \(1,2,\dots,n_0\). The oldest of them spalls, the others age by one cycle, and the bared area becomes the new youngest member. All spalled scale has age \(n_0\), so equation (1) gives

\[
M_{\rm old}=c\sqrt{k\Delta}\,f\sqrt{\frac1f}=c\sqrt{k\Delta f}.
\tag{3}
\]

The rate varies as the square root of \(f\). Doubling the spalled area doubles the number of patches lost in each cycle, but each of them carries scale that is thinner by a factor \(\sqrt2\).

If \(1/f\) is not an integer, let \(m\) be the largest integer below it. The areas \(f\) of ages \(1,\dots,m\) cover \(mf\), and a remainder \(r=1-mf<f\) has age \(m+1\). The oldest-first rule removes this remainder and then an area \(f-r\) of age \(m\). What is left of age \(m\) is \(f-(f-r)=r\), which becomes the next remainder, so the state is stationary. Its uptake is

\[
\frac{U}{\sqrt{k\Delta}}=r\sqrt{m+1}+(f-r)\sqrt m .
\tag{4}
\]

To compare this with \(\sqrt f\), put \(p=r/f\). The age at spallation is \(m+1\) with probability \(p\) and \(m\) with probability \(1-p\), so its mean is \(m+p=1/f\) and its variance is \(p(1-p)\). Expansion of the square root about the mean \(\bar n=1/f\) gives

\[
E[\sqrt N]\simeq\sqrt{\bar n}\left[1-\frac{p(1-p)}{8\bar n^2}\right]
=\frac1{\sqrt f}\left[1-\frac{p(1-p)f^2}{8}\right].
\]

The linear term has dropped out because its mean vanishes. Since \(p(1-p)\le1/4\), the relative reduction is at most \(f^2/32\) at this order. For \(f=0.3\) we have \(m=3\) and \(r=0.1\), and equation (4) gives \(0.1\times2+0.2\times1.73205=0.54641\). A simulation of patches that records their oxide mass but not their age gives the same value. Equation (3) would give \(\sqrt{0.3}=0.54772\), which is higher by 0.24 %. For small \(f\) the distinction can be dropped, and equation (3) serves as the reference below.

### (d) Find the terminal rate for random spallation, and its ratio to the oldest-first rate when \(f\) is small.

**Solution.** A patch spalls at age \(n\) if it survives \(n-1\) spallation events and fails in the next. The events are independent, so

\[
P(N=n)=f(1-f)^{n-1},\qquad n=1,2,\dots
\]

With many patches, the area fraction lost in each cycle is close to \(f\). Equation (1) becomes

\[
M_{\rm ran}=c\sqrt{k\Delta}\;f^2\sum_{n\ge1}\sqrt n\,(1-f)^{n-1}.
\tag{5}
\]

Write \(1-f=e^{-\mu}\), so that \(\mu=-\ln(1-f)\), and define

\[
S(\mu)=\sum_{n\ge1}\sqrt n\,e^{-\mu n}.
\]

Since \((1-f)^{n-1}=e^{-\mu n}/(1-f)\), division of equation (5) by equation (3) gives the ratio

\[
R(f)=\frac{M_{\rm ran}}{M_{\rm old}}=\frac{f^{3/2}}{1-f}\,S(\mu).
\tag{6}
\]

For small \(\mu\) the sum becomes an integral. Put \(x_n=\mu n\), points with spacing \(\mu\). Then

\[
\mu^{3/2}S(\mu)=\sum_{n\ge1}\mu\,\sqrt{x_n}\,e^{-x_n}
\;\longrightarrow\;\int_0^\infty\sqrt x\,e^{-x}\,dx .
\]

The limit is justified because the integrand rises up to \(x=1/2\) and falls afterwards. On each monotonic piece the sum differs from the integral by no more than a constant times \(\mu\) multiplied by the greatest value of the integrand, which is finite.

The integral follows from the substitution \(x=y^2\) and an integration by parts:

\[
\int_0^\infty\sqrt x\,e^{-x}dx=\int_0^\infty 2y^2e^{-y^2}dy
=\left[-y\,e^{-y^2}\right]_0^\infty+\int_0^\infty e^{-y^2}dy=\frac{\sqrt\pi}{2}.
\]

The boundary term vanishes at both ends. The square of the remaining integral is the integral of \(e^{-\rho^2}\) over a quarter plane, \((\pi/2)\int_0^\infty e^{-\rho^2}\rho\,d\rho=\pi/4\), which gives the last step.

As \(f\to0\), \(\mu/f\to1\), so the factor \(f^{3/2}\mu^{-3/2}/(1-f)\) in equation (6) tends to one. Hence

\[
\lim_{f\to0}\frac{M_{\rm ran}}{M_{\rm old}}=\frac{\sqrt\pi}{2}\approx0.8862,
\qquad
M_{\rm ran}\simeq\frac{\sqrt\pi}{2}\,c\sqrt{k\Delta f}.
\tag{7}
\]

Both rates have the same dependence on \(k\), \(\Delta\) and \(f\). Random spallation consumes about 11 % less metal.

A simulation that stores only the oxide mass of each patch tests this without using the age distribution. At \(f=0.02\), with 20,000 patches under the random rule and 5,000 under the oldest-first rule, the ratio of the simulated uptakes is 0.8891. The sum in equation (5) gives 0.8901. The difference of 0.1 % is within the 1 % allowed for sampling error in the random rate.

### (e) How does the ratio depart from its limit when \(f\) is small but finite?

**Solution.** The next term of \(S(\mu)\) is needed. Let \(g(t)=\sqrt t\,e^{-\mu t}\), and compare each term \(g(n)\) with the integral over the unit cell centred on \(n\). The cells cover \(t>1/2\), so

\[
S(\mu)-\int_0^\infty g\,dt=\sum_{n\ge1}\left[g(n)-\int_{n-1/2}^{n+1/2}g\,dt\right]-\int_0^{1/2}g\,dt .
\tag{8}
\]

The integral on the left is \((\sqrt\pi/2)\mu^{-3/2}\). Setting \(\mu=0\) on the right gives the constant

\[
C=\sum_{n\ge1}\left[\sqrt n-\int_{n-1/2}^{n+1/2}\sqrt t\,dt\right]-\frac23\left(\frac12\right)^{3/2}.
\]

The error made by setting \(\mu=0\) comes from \(h(t)=\sqrt t\,(e^{-\mu t}-1)\). The bracket for one cell is at most \(1/24\) of the greatest \(|h''|\) in the cell, and

\[
h''=\frac{1-e^{-\mu t}}{4t^{3/2}}-\frac{\mu e^{-\mu t}}{\sqrt t}+\mu^2\sqrt t\,e^{-\mu t}.
\]

Since \(1-e^{-\mu t}\) is smaller than both \(\mu t\) and 1, the first term summed over cells is of order \(\int_0^{1/\mu}\mu t^{-1/2}dt+\int_{1/\mu}^\infty t^{-3/2}dt\), which is of order \(\sqrt\mu\). The other two terms are also of order \(\sqrt\mu\) after summation, as the substitution \(x=\mu t\) shows. The last integral in equation (8) changes by a smaller amount. Thus

\[
S(\mu)=\frac{\sqrt\pi}{2}\mu^{-3/2}+C+O(\sqrt\mu).
\]

The constant is a value of the Riemann zeta function. For \(s>1\), the same division into cells gives

\[
\zeta(s)=\sum_{n\ge1}\left[n^{-s}-\int_{n-1/2}^{n+1/2}t^{-s}dt\right]+\frac{(1/2)^{1-s}}{s-1}.
\]

The brackets fall off as \(n^{-s-2}\), so the right-hand side continues the function analytically to \(s>-1\). At \(s=-1/2\) it equals \(C\), and therefore \(C=\zeta(-1/2)=-0.207886\).

It remains to expand the prefactor in equation (6). From \(\mu=f+f^2/2+O(f^3)\),

\[
\frac{f^{3/2}\mu^{-3/2}}{1-f}=\left(1-\frac{3f}{4}\right)(1+f)+O(f^2)=1+\frac f4+O(f^2),
\]

and therefore

\[
R(f)=\frac{\sqrt\pi}{2}\left(1+\frac f4\right)+\zeta\!\left(-\tfrac12\right)f^{3/2}+O(f^2).
\tag{9}
\]

Direct summation gives 0.90330 at \(f=0.1\) and 0.88825 at \(f=0.01\), while equation (9) without its remainder gives 0.90181 and 0.88823. In a test at these two values and at \(f=0.001\), the remainder was positive and below \(0.2f^2\). At the opposite extreme, \(f=1\), all scale spalls in every cycle at age 1. The two rules then coincide and \(R=1\), so the factor \(\sqrt\pi/2\) belongs to small \(f\).

## Second half: meaning, approach and a worked case

The symbols are these. A fraction \(f\) of the area spalls to bare metal after each cycle of hot time \(\Delta\). The oxygen content of a patch obeys \(w^2=kt\), \(c\) is the metal mass per oxygen mass in the oxide, and \(N\) is the age in cycles of the scale that spalls. The first half showed that every stationary rule has \(E[N]=1/f\) and the terminal metal-loss rate \(M=c\sqrt{k\Delta}\,f\,E[\sqrt N]\). Oldest-first spallation gives \(M_{\rm old}=c\sqrt{k\Delta f}\), and random spallation gives \(\sqrt\pi/2\) times this rate for small \(f\). Just before spallation, the area of age \(j\) is \(a_j=fP(N\ge j)\).

### (f) Why does random spallation consume less metal, and can another rule consume more than oldest-first?

**Solution.** Write \(\bar n=1/f\) for the mean age at spallation. From \((\sqrt N-\sqrt{\bar n})^2\ge0\) it follows that

\[
\sqrt N\le\frac{N+\bar n}{2\sqrt{\bar n}} .
\]

The mean of the right-hand side is \(\sqrt{\bar n}\), so \(E[\sqrt N]\le1/\sqrt f\) and

\[
M\le c\sqrt{k\Delta f}
\]

for every stationary rule with spalled fraction \(f\). Equality requires all scale to spall at the same age. When \(1/f\) is an integer, oldest-first spallation does this and gives the greatest loss. When \(1/f\) is not an integer, consider the straight line through the points \((m,\sqrt m)\) and \((m+1,\sqrt{m+1})\), where \(m<1/f<m+1\). The square root lies below this line at every other integer, because it is concave. The mean of \(\sqrt N\) is therefore greatest when only the ages \(m\) and \(m+1\) occur, which is again the oldest-first result.

The area distribution shows the mechanism. Under both rules an area \(f\) is bared in each cycle. Under oldest-first spallation the whole of it survives to age \(1/f\), so \(a_j=f\) up to that age. Under random spallation \(a_j=f(1-f)^{j-1}\), which is smaller at every age from 2 to \(1/f\). The missing area is found at ages beyond \(1/f\), where the scale is thick and grows slowly.

The retained scale does not by itself indicate the rate of loss. Just before spallation the oxygen held by the surface is \(\sum_ja_jw_j\). Random spallation takes an unbiased sample of the surface, so the mean scale on the surface equals the mean scale that spalls, \((\sqrt\pi/2)\sqrt{k\Delta/f}\) for small \(f\). For oldest-first spallation it is

\[
\sqrt{k\Delta}\;f\sum_{j=1}^{1/f}\sqrt j\simeq\sqrt{k\Delta}\;f\cdot\frac23f^{-3/2}=\frac23\sqrt{\frac{k\Delta}{f}} .
\]

At \(f=0.002\), the computed coefficients are 0.8866 and 0.6676. Random spallation leaves about a third more scale on the metal and still consumes less of it. Parabolic growth has \(dw/dt=k/(2w)\), so the uptake depends on the average of \(1/w\) over the surface and over the hot period. A few patches with very thick scale raise the average of \(w\) considerably while adding little to the uptake.

At a given spalled fraction \(f\), oldest-first spallation gives the greatest terminal metal loss of any stationary rule, and random spallation gives \(\sqrt\pi/2\) times that loss when \(f\) is small. It remains to find how the terminal rates are approached from a bare surface, to test how the factor depends on the growth law and the spall probability, and to work through an alumina example with estimates of the neglected effects.
